# Why average oxide thickness does not ensure a continuous gate dielectric

## The argument under comment

A transistor has a two-dimensional semiconductor as its channel and an oxide grown on it by atomic layer deposition as its gate dielectric. The case for the dielectric runs as follows.

> The deposited oxide amounts to an average thickness of 5 nm. This is many atomic layers. A surface that has received many layers has no bare places left. The dielectric is therefore continuous, and the gate metal cannot touch the channel.

The first two sentences may stand. My objection is to the third, which assumes that the oxide was shared out evenly over the surface. The comments below ask what an average thickness does fix, how much bare surface it can hide, and what would have to be known before the conclusion could be drawn.

## Comment 1: what the average fixes

Let $h$ be the local oxide height, zero where the channel is bare. The average thickness $t$ is the oxide volume divided by the total area. If a fraction $b$ of the area is bare, all the volume stands on the remaining fraction $1-b$. Writing $h_{\rm isl}$ for the mean height over the covered part,

$$t=(1-b)\,h_{\rm isl}.$$

This is bookkeeping and holds for any film. One measured number, $t$, constrains a product of two unknowns. A thin closed film and a set of taller islands can have the same $t$.

The inference from "many layers" to "hardly any bare places" would be sound for a different process. Suppose that material landed everywhere with equal chance, stayed where it landed, and added a height $\delta$ at each arrival. The number of arrivals at a given place would then be Poisson distributed with mean $t/\delta$, and the chance of none would be $e^{-t/\delta}$, which is tiny for many layers. Even then, the expected number of missed places is this chance times the number of places under the gate, so a closed film would require that product to be small as well.

Atomic layer deposition does not usually work in this way. It relies mainly on surface groups with which the precursor can react, although at low temperature weakly adsorbed precursor can also start growth. Fresh oxide offers them; the ideal face of many layered crystals offers hardly any. Growth then starts at scattered sites, such as defects, and continues on the oxide already there. Later cycles feed the islands and reach the bare surface between them only as the islands spread sideways.

## Comment 2: a model with islands

To find the size of the effect, I take the following model.

- Nucleation sites are placed independently and at random, with mean number $N$ per unit area (a Poisson distribution).
- All sites start growing at the first cycle, and none appear later.
- Each island is a hemisphere of radius $r$. Where islands overlap, the local height is that of the tallest.

The radius $r$ is also the thickness that the same recipe would give on a reference wafer that nucleates everywhere, since an oxide surface advances by the same amount per cycle in both cases.

**Bare fraction.** A point is bare if no site lies within a distance $r$ of it. Divide the disc of area $\pi r^2$ around the point into $M$ equal small cells. Each holds a site with probability $N\pi r^2/M$, independently of the others, so the probability that all are empty is

$$b=\lim_{M\to\infty}\left(1-\frac{N\pi r^2}{M}\right)^M=e^{-\pi N r^2}.$$

Every point has the same probability, so $b$ is also the expected bare fraction of the area.

**Average thickness.** At a distance $d<r$ from its site, an island has height $\sqrt{r^2-d^2}$. This exceeds $z$ when $d<\sqrt{r^2-z^2}$. The local height therefore exceeds $z$ when at least one site lies in a disc of area $\pi(r^2-z^2)$:

$$P(h>z)=1-e^{-\pi N(r^2-z^2)},\qquad 0\le z<r.$$

A height $h$ is the length of the range of $z$ below it, so its mean is the integral of $P(h>z)$ over $z$. With $a=\sqrt{\pi N}$,

$$t=\int_0^r\left[1-e^{-a^2(r^2-z^2)}\right]dz
= r-e^{-a^2r^2}\int_0^r e^{a^2z^2}\,dz .$$

Substituting $s=az$, so that $dz=ds/a$, and writing $u=ar$, we obtain

$$t=r-\frac{D(u)}{a},\qquad D(u)=e^{-u^2}\int_0^u e^{s^2}ds .$$

The function $D$ is known as Dawson's function. Multiplying by $a$ gives the pair of relations that answers the question:

$$a\,t=u-D(u),\qquad b=e^{-u^2}.$$

Thickness and site density enter the bare fraction only through the product $t\sqrt N$. To see in which direction, differentiate $D$. The prefactor contributes $-2uD$ and the integral contributes $1$, so $D'=1-2uD$ and

$$\frac{d}{du}\,[u-D(u)]=2u\,D(u)>0 .$$

Each value of $at$ thus belongs to one value of $u$. At fixed $t$, more sites mean a larger $u$ and a smaller bare fraction.

**Two limits.** For sparse, small islands, $u\ll1$. Expanding both factors of $D$,

$$D(u)=(1-u^2+\dots)\left(u+\tfrac13u^3+\dots\right)=u-\tfrac23u^3+\dots,$$

so $t\simeq\tfrac23a^2r^3=N\cdot\tfrac23\pi r^3$. This is the number of islands per area times the volume of a hemisphere, as it must be when overlaps are rare. The surface is then mostly bare.

For $u\gg1$, set $s=u-v$ in the integral. The integrand becomes $e^{-2uv+v^2}$, which is appreciable for $v$ of order $1/u$, where $v^2$ is negligible. Hence $D(u)\simeq1/(2u)$ and

$$t\simeq r-\frac{1}{2\pi N r}.$$

The average thickness approaches the reference thickness and $b$ becomes exponentially small. In this limit of dense seeding, the criticised argument comes close to the truth as far as the covered area is concerned. Its missing premise is that $u$ is large. How large $u$ must be for a closed film depends also on the size of the gate, as Comments 4 and 5 show.

## Comment 3: the film of 5 nm

Take as round model parameters $N=10^{12}\ \mathrm{cm^{-2}}$ and $t=5$ nm. Since $1\ \mathrm{cm^{-2}}=10^{-14}\ \mathrm{nm^{-2}}$, the density is $0.01\ \mathrm{nm^{-2}}$ and the length $1/\sqrt N$, called the site spacing below, is 10 nm. (With random placement, the nearest neighbour of a site is on average only half as far away.) Then

$$a=\sqrt{\pi\times0.01}=0.1772\ \mathrm{nm^{-1}},\qquad at=0.886 .$$

Solving $u-D(u)=0.886$ by numerical root finding gives $u=1.355$, with $D(u)=0.469$. Hence

$$r=\frac{1.355}{0.1772}=7.65\ \mathrm{nm},\qquad b=e^{-1.355^2}=0.159 .$$

About 16 % of the channel is bare under an average of 5 nm of oxide. The covered part has a mean height of $5.0/(1-0.159)=5.95$ nm. This mean height does not by itself reveal the gaps. Together with the average thickness, it gives their share of the area through $b=1-t/h_{\rm isl}$.

The same film can be built by direct simulation: draw random sites, place a hemisphere on each, and record the greatest height at every pixel. One hundred such maps, each 150 nm wide with 1 nm pixels and periodic edges, gave a bare fraction of $16.4\pm0.2$ % and an average thickness of $4.97\pm0.02$ nm, where the uncertainties are standard errors. The bare fraction lies about half a percentage point above the formula. This is about two standard errors, within the four that the test allows, and it is small beside the effect under discussion.

Now hold the average at 5 nm and change the site density alone:

| $N$ (cm⁻²) | $r$ (nm) | bare area (%) |
|---|---|---|
| $10^{11}$ | 14.5 | 52 |
| $10^{12}$ | 7.65 | 16 |
| $10^{13}$ | 5.32 | 0.014 |
| $10^{14}$ | 5.03 | $3\times10^{-33}$ |

The four films contain equal amounts of oxide. One leaves half the channel bare, and the last is closed for any practical purpose. The small bare area of the third film does not by itself mean a closed gate, as Comment 4 explains. The last entry should be read as "negligible in this model", since at a site spacing of 1 nm the picture of smooth hemispheres is itself doubtful.

The word "nominal" needs care as well. If 5 nm is the thickness found on the reference wafer, then $r=5$ nm. With $N=10^{12}\ \mathrm{cm^{-2}}$ this gives $u=0.886$ and $b=e^{-0.785}=0.456$, while the average thickness on the channel is 1.95 nm. Nearly half the surface is bare, and less than half the expected oxide is present. The argument should state which thickness was measured, and on which surface.

## Comment 4: nearly covered is not continuous

It might be replied that a somewhat thicker film would settle the matter. Let us ask for 1 % bare area. Then $e^{-u^2}=0.01$, so $u=\sqrt{\ln100}=2.146$ and $D(u)=0.274$. Since $a=\sqrt{\pi N}$,

$$t=\frac{u-D(u)}{\sqrt{\pi N}}=\frac{1.06}{\sqrt N}.$$

In this model, 99 % coverage requires an average thickness of about one site spacing. For the present density that is 10.6 nm, with $r=12.1$ nm.

A gate dielectric, however, has to be closed at every point under the gate. One opening may let the gate metal reach the channel. Consider a square gate of side $L$, and mark points in it on a square grid of spacing $2r$. Whether a marked point is covered depends on the sites within $r$ of it. The discs of radius $r$ around different marked points do not overlap, and the numbers of Poisson sites in separate regions are independent. All $m$ marked points are therefore covered with probability $(1-b)^m$. A closed gate must at least pass this inspection, so

$$P(\text{closed})\le(1-b)^m .$$

For the 5 nm film and $L=100$ nm, $100/15.3$ lies between 6 and 7. Seven points fit along each side, $m=49$, and the chance of a closed gate is at most about $2\times10^{-4}$.

For the film with 1 % bare area, $m=25$ and the bound is $0.99^{25}=0.78$. If the side is 1000 nm, then $m=1764$ and the bound is $2\times10^{-8}$. In this model, with independent random sites, a film that is 99 % covered is thus practically certain to have a pinhole somewhere under the larger gate.

The value 0.78 is a ceiling and should not be taken as an estimate, because it rests on inspecting 25 points. To find the actual chance, I simulated 1000 gates of side 100 nm, drawing sites also in a 40 nm border because outside islands grow into the gate. For each gate I found the point farthest from its nearest site. The gate closes when $r$ reaches that largest distance. The search can be confined to a few points: among the places that share a nearest site, the distance to that site is greatest at a corner of their region. These regions form the Voronoi diagram of the sites, cut off at the gate edge.

None of the 1000 gates was closed for the 5 nm film, and 14 were closed for the film with 1 % bare area, which puts the chance at roughly 1 % ($1.4\pm0.4$ %). The count treats an opening of any size, even one narrower than an atom, as a pinhole. Half were closed at $r=14.7$ nm, which corresponds to an average thickness of 13.5 nm.

## Comment 5: what would support the conclusion

Within the model, a sufficient thickness can be derived. Divide the gate into $k^2$ equal square cells. The centre of a cell is at most half a diagonal, $\ell=L/(k\sqrt2)$, from any point in it. Suppose that some point of the cell is bare. Then no site can lie within $r-\ell$ of the centre, since such a site would be within $(r-\ell)+\ell=r$ of the bare point and would have covered it. For $r>\ell$, the probability of so large an empty disc is $e^{-\pi N(r-\ell)^2}$. The probability that at least one cell is affected cannot exceed the sum over cells:

$$P(\text{pinhole})\le k^2e^{-\pi N(r-\ell)^2}.$$

Set the right side equal to an accepted risk $p$. Taking the logarithm gives $\pi N(r-\ell)^2=\ln(k^2/p)$, and therefore

$$r=\frac{L}{k\sqrt2}+\sqrt{\frac{\ln(k^2/p)}{\pi N}} .$$

Any whole number $k$ gives a valid guarantee, so one may take the $k$ that makes $r$ smallest. For $p=0.01$ and $N=10^{12}\ \mathrm{cm^{-2}}$, a numerical search over $k$ gives $r=21.3$ nm for the gate of side 100 nm and $r=24.7$ nm for that of side 1000 nm. The formula of Comment 2 turns these into average thicknesses of 20.5 nm and 24.0 nm.

These thicknesses are sufficient for closure, and smaller ones may do. Closure alone does not ensure good insulation, however: where islands have only just met, the oxide is still very thin and may leak. In the simulation, 2 of the 1000 gates of side 100 nm were still open at the first radius, against the 10 that a 1 % risk would allow; so few events fix the rate only roughly. The sufficient thickness rises slowly with gate size: if $k$ is increased in proportion to $L$, the first term of the formula stays fixed, and the number of cells enters the second only through a logarithm.

The arrangement of the sites matters as well as their density. Suppose that they formed a square lattice of spacing $s$, so that $N=1/s^2$. The points farthest from any site are the centres of the squares, at distance $s/\sqrt2$, and the film closes when $r$ reaches this value. The average thickness at that moment can be bounded. Take the square of side $s$ centred on one site. The mean of $d^2$ over it is $s^2/12+s^2/12=s^2/6$, so the mean of $h^2=r^2-d^2$ is

$$\frac{s^2}{2}-\frac{s^2}{6}=\frac{s^2}{3}.$$

A mean never exceeds the root of the mean square, so $t\le s/\sqrt3\approx0.58\,s$ at closure. Random sites of equal density need an average of $1.06\,s$ to reach even 99 % coverage. Random placement leaves some unusually large gaps, and these are the last to close.

The numbers above belong to the model. Islands that spread sideways faster than they rise would cover more surface for a given volume. Sites gathered along a few lines would leave wide areas without a site, and such areas stay bare until islands grow across them. If new sites appear during growth, the formulas for $b$ and $t$ no longer apply. The relation $t=(1-b)h_{\rm isl}$ survives all these changes, and it alone is enough to invalidate the step from average thickness to continuity.

## Recommendation

The conclusion that the dielectric is continuous should be withdrawn or given other support. An average of 5 nm is compatible with a closed film if the surface was densely and evenly seeded, and with many pinholes or wide bare areas if it was not. The claim needs evidence on the density and arrangement of the nucleation sites, or a direct search for bare places over an area many times that of the gate, since one clean area of gate size says little about the next gate. To judge continuity, the thickness should then be compared with the gaps between sites, and not with the thickness of an atomic layer.
